**Spin-1/2 scattering: S, T, U and double scattering**

For M = f − i g σ·n, with n the normal to the scattering plane and N = |f|² + |g|², the program tests the intensity N(1 + S P·n), the outgoing polarization P' for incoming polarization P, and S² + T² + U² = 1. Here S = 2 Im(f\*g)/N, T = (|f|² − |g|²)/N and U = 2 Re(f\*g)/N. It builds M from numerically diagonalized spin-orbit projectors for s and p waves, and asserts that density-matrix results agree with the formulas for 200 random sets of phase shifts, directions and polarizations. For two successive scatterings it asserts the cos φ dependence, where φ is the angle between the scattering planes, and the asymmetry S₁S₂. In the worked model, scattering through 90° and then 60° gives an asymmetry of 0.4381, while averaging over the two angles lowers the sum of squares to 0.7877. Boosted Dirac spinors are used to assert that S vanishes for one-photon exchange with a static charge at the sampled energies and angles. For an electron of kinetic energy 0.5 MeV scattered through 90°, the output gives a spin rotation of 36.37°.

## Program and output

```python
"""
Spin-1/2 scattering from a spinless target, M = f - i g sigma.n,
n = k x k' / |k x k'|, N = |f|^2 + |g|^2.
Results under test:
  S = 2 Im(f* g)/N, T = (|f|^2-|g|^2)/N, U = 2 Re(f* g)/N,
  I = N (1 + S P.n),
  P' = [(P.n + S) n + T n x (P x n) + U n x P] / (1 + S P.n),
  S^2 + T^2 + U^2 = 1, double-scattering asymmetry A = S1 S2.
P and P' are the incoming and outgoing polarization vectors.
M is built from angular-momentum projectors (s and p waves) and, for
one-photon exchange with a static charge, from boosted Dirac spinors.
Amplitudes of the s,p model are given as k f and k g (dimensionless).
"""
import numpy as np
from scipy.linalg import expm
from scipy.constants import value

sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
one = np.eye(2)


def dot_sigma(v):
    return np.einsum('a,aij->ij', v, sigma)


def unit(v):
    return v / np.linalg.norm(v)


# Projectors on j = 1/2 and j = 3/2 for l = 1, Cartesian orbital basis
levi = np.zeros((3, 3, 3))
for a, b, c in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[a, b, c] = 1
    levi[a, c, b] = -1
spin_orbit = sum(np.kron(-1j * levi[a], sigma[a]) for a in range(3))
eigval, eigvec = np.linalg.eigh(spin_orbit)
low = eigvec[:, eigval < 0]
high = eigvec[:, eigval > 0]
assert low.shape[1] == 2 and high.shape[1] == 4
proj_half = (low @ low.conj().T).reshape(3, 2, 3, 2)
proj_three = (high @ high.conj().T).reshape(3, 2, 3, 2)


def wave(delta):
    return np.exp(1j * delta) * np.sin(delta)


def matrix_from_projectors(k_in, k_out, phases):
    a_s, a_half, a_three = [wave(d) for d in phases]
    p_part = a_half * proj_half + a_three * proj_three
    return a_s * one + 3 * np.einsum('a,aibj,b->ij', k_out, p_part, k_in)


def amplitudes(theta, phases):
    a_s, a_half, a_three = [wave(d) for d in phases]
    return (a_s + (2 * a_three + a_half) * np.cos(theta),
            (a_half - a_three) * np.sin(theta))


def stu(f, g):
    norm = abs(f)**2 + abs(g)**2
    cross = np.conj(f) * g
    return np.array([2 * cross.imag, abs(f)**2 - abs(g)**2,
                     2 * cross.real]) / norm


def scatter_state(M, P):
    """Intensity and polarization from the density matrix."""
    R = M @ ((one + dot_sigma(P)) / 2) @ M.conj().T
    intensity = np.trace(R).real
    pol = np.array([np.trace(s @ R).real for s in sigma]) / intensity
    return intensity, pol


def polarization_law(P, n, coeff):
    S, T, U = coeff
    Pn = P @ n
    top = (Pn + S) * n + T * np.cross(n, np.cross(P, n)) + U * np.cross(n, P)
    return top / (1 + S * Pn)


# General test: random phases, directions and incoming polarizations
rng = np.random.default_rng(4)
for trial in range(200):
    phases = rng.uniform(-1.5, 1.5, 3)
    k_in, k_out = unit(rng.normal(size=3)), unit(rng.normal(size=3))
    n = unit(np.cross(k_in, k_out))
    theta = np.arccos(k_in @ k_out)
    f, g = amplitudes(theta, phases)
    M = matrix_from_projectors(k_in, k_out, phases)
    assert np.allclose(M, f * one - 1j * g * dot_sigma(n), atol=1e-11)
    P = unit(rng.normal(size=3)) * rng.uniform(0, 0.95)
    intensity, pol = scatter_state(M, P)
    coeff = stu(f, g)
    S = coeff[0]
    norm = abs(f)**2 + abs(g)**2
    assert np.isclose(intensity, norm * (1 + S * (P @ n)), atol=1e-10)
    assert np.allclose(pol, polarization_law(P, n, coeff), atol=1e-8)
    loss = (1 - S**2) * (1 - P @ P) / (1 + S * (P @ n))**2
    assert np.isclose(1 - pol @ pol, loss, atol=1e-8)
    # S, T, U read off from outgoing states only, then the unit sum
    I0, pol0 = scatter_state(M, np.zeros(3))
    I1, pol1 = scatter_state(M, k_in)
    measured = np.array([pol0 @ n, pol1 @ k_in * I1 / I0,
                         pol1 @ np.cross(n, k_in) * I1 / I0])
    assert np.allclose(measured, coeff, atol=1e-8)
    assert abs(measured @ measured - 1) < 1e-8

# Worked model with s and p waves
phase_deg = np.array([20.0, 60.0, 30.0])
phases = np.radians(phase_deg)
print("Phase shifts s1/2, p1/2, p3/2 (deg):", phase_deg)
for name, d in zip(("s1/2", "p1/2", "p3/2"), phases):
    print(f"Partial amplitude {name} (dimensionless): {wave(d):.4f}")
angles_deg = (90.0, 60.0)
x, y, z = np.eye(3)
coeffs, matrices = [], []
for deg in angles_deg:
    th = np.radians(deg)
    f, g = amplitudes(th, phases)
    coeffs.append(stu(f, g))
    matrices.append(matrix_from_projectors(
        z, np.sin(th) * x + np.cos(th) * z, phases))
    print(f"theta = {deg:.0f} deg: k f = {f:.4f}, k g = {g:.4f} (dimensionless)")
    print(f"  k^2 N (dimensionless): {abs(f)**2 + abs(g)**2:.4f}")
    print("  S, T, U (dimensionless): "
          + ", ".join(f"{v:.4f}" for v in coeffs[-1]))
    print(f"  S^2+T^2+U^2 (dimensionless): {coeffs[-1] @ coeffs[-1]:.10f}")

# Partly polarized beam through the second angle; k = z, n = y
P_in = np.array([0.0, 0.4, 0.8])
I_pol, P_out = scatter_state(matrices[1], P_in)
assert np.allclose(P_out, polarization_law(P_in, y, coeffs[1]))
print("Axes: z along k, y along n, x = n x k")
print("Incoming P (x,y,z) (dimensionless):", P_in)
print("Outgoing P' at 60 deg (x,y,z) (dimensionless):", np.round(P_out, 4))
print(f"k^2 I for this beam at 60 deg (dimensionless): {I_pol:.4f}")
print(f"|P| and |P'| (dimensionless): {np.linalg.norm(P_in):.4f}, "
      f"{np.linalg.norm(P_out):.4f}")

# Incoherent average over both angles, from outgoing states only
total = 0.0
sums = np.zeros(3)
for M in matrices:
    I0, pol0 = scatter_state(M, np.zeros(3))
    I1, pol1 = scatter_state(M, z)
    total += I0
    sums += np.array([I0 * pol0[1], I1 * pol1[2], I1 * pol1[0]])
average = sums / total
assert average @ average < 0.99
print("Averaged S, T, U, equal solid angles (dimensionless):",
      np.round(average, 4))
print(f"Sum of squares after averaging (dimensionless): {average @ average:.4f}")

# Double scattering: product of matrices acting on an unpolarized beam
th1, th2 = np.radians(angles_deg)
k1 = np.sin(th1) * x + np.cos(th1) * z
n1 = unit(np.cross(z, k1))
in_plane = np.cross(n1, k1)


def double_intensity(phi):
    side = np.cos(phi) * in_plane + np.sin(phi) * n1
    k2 = np.cos(th2) * k1 + np.sin(th2) * side
    M2 = matrix_from_projectors(k1, k2, phases)
    return scatter_state(M2 @ matrices[0], np.zeros(3))[0]


product = coeffs[0][0] * coeffs[1][0]
N1, N2 = [sum(abs(v)**2 for v in amplitudes(t, phases)) for t in (th1, th2)]
for phi in np.linspace(0, 2 * np.pi, 25):
    assert np.isclose(double_intensity(phi),
                      N1 * N2 * (1 + product * np.cos(phi)))
same, opposite = double_intensity(0), double_intensity(np.pi)
asymmetry = (same - opposite) / (same + opposite)
assert np.isclose(asymmetry, product)
print("Double scattering, 90 deg then 60 deg; intensity = k^4 I1 I2")
for deg in (0, 90, 180):
    print(f"  phi = {deg} deg, intensity (dimensionless): "
          f"{double_intensity(np.radians(deg)):.4f}")
print(f"Asymmetry from intensities (dimensionless): {asymmetry:.4f}")
print(f"Product S1*S2 (dimensionless): {product:.4f}")
print(f"Asymmetry (percent): {100 * asymmetry:.2f}")

# One-photon exchange with a static charge: vertex u'^dagger u
mass = value('electron mass energy equivalent in MeV')


def boosted_spinors(direction, energy):
    alpha = np.kron(sigma[0], dot_sigma(direction))
    rest = np.vstack([one, np.zeros((2, 2))]) * np.sqrt(2 * mass)
    return expm(0.5 * np.arccosh(energy / mass) * alpha) @ rest


def tree_matrix(kinetic, theta):
    k_out = np.sin(theta) * x + np.cos(theta) * z
    E = kinetic + mass
    return boosted_spinors(k_out, E).conj().T @ boosted_spinors(z, E)


def tree_amplitudes(kinetic, theta):
    return (kinetic + 2 * mass + kinetic * np.cos(theta),
            kinetic * np.sin(theta))


for kinetic in (0.01, 0.5, 20.0):
    for theta in (0.3, 1.2, 2.8):
        M = tree_matrix(kinetic, theta)
        f, g = tree_amplitudes(kinetic, theta)
        assert np.allclose(M, f * one - 1j * g * sigma[1],
                           rtol=1e-9, atol=1e-9)
        I0, pol0 = scatter_state(M, np.zeros(3))
        assert np.linalg.norm(pol0) < 1e-9
        omega = 2 * np.arctan2(g, f)
        expected = np.array([np.sin(omega), 0, np.cos(omega)])
        assert np.allclose(scatter_state(M, z)[1], expected, atol=1e-8)

# High-energy limit: spin turns with the momentum
theta = 1.2
fast = scatter_state(tree_matrix(1.0e4, theta), z)[1]
assert abs(np.arctan2(fast[0], fast[2]) - theta) < 1e-3

kinetic, theta = 0.5, np.pi / 2
M = tree_matrix(kinetic, theta)
f = np.trace(M).real / 2
g = (1j * np.trace(M @ sigma[1]) / 2).real
tree_coeff = stu(f, g)
spin = scatter_state(M, z)[1]
k_out = np.sin(theta) * x + np.cos(theta) * z
print(f"Electron rest energy (MeV): {mass:.6f}")
print(f"Tree example kinetic energy (MeV): {kinetic:.1f}")
print(f"Tree example scattering angle (deg): {np.degrees(theta):.0f}")
print(f"Tree f and g without common factor (MeV): {f:.4f}, {g:.4f}")
print("Tree S, T, U (dimensionless): "
      + ", ".join(f"{v + 0.0:.4f}" for v in np.round(tree_coeff, 10)))
print(f"Tree spin rotation angle (deg): "
      f"{np.degrees(np.arctan2(spin[0], spin[2])):.2f}")
print(f"Final longitudinal polarization, P = k initially (dimensionless): "
      f"{spin @ k_out:.4f}")
print("finished without a failed check")
```

Running it gives:

```
Phase shifts s1/2, p1/2, p3/2 (deg): [20. 60. 30.]
Partial amplitude s1/2 (dimensionless): 0.3214+0.1170j
Partial amplitude p1/2 (dimensionless): 0.4330+0.7500j
Partial amplitude p3/2 (dimensionless): 0.4330+0.2500j
theta = 90 deg: k f = 0.3214+0.1170j, k g = 0.0000+0.5000j (dimensionless)
  k^2 N (dimensionless): 0.3670
  S, T, U (dimensionless): 0.8758, -0.3625, 0.3188
  S^2+T^2+U^2 (dimensionless): 1.0000000000
theta = 60 deg: k f = 0.9709+0.7420j, k g = 0.0000+0.4330j (dimensionless)
  k^2 N (dimensionless): 1.6807
  S, T, U (dimensionless): 0.5003, 0.7769, 0.3823
  S^2+T^2+U^2 (dimensionless): 1.0000000000
Axes: z along k, y along n, x = n x k
Incoming P (x,y,z) (dimensionless): [0.  0.4 0.8]
Outgoing P' at 60 deg (x,y,z) (dimensionless): [0.2549 0.7502 0.5179]
k^2 I for this beam at 60 deg (dimensionless): 2.0170
|P| and |P'| (dimensionless): 0.8944, 0.9465
Averaged S, T, U, equal solid angles (dimensionless): [0.5676 0.5727 0.3709]
Sum of squares after averaging (dimensionless): 0.7877
Double scattering, 90 deg then 60 deg; intensity = k^4 I1 I2
  phi = 0 deg, intensity (dimensionless): 0.8870
  phi = 90 deg, intensity (dimensionless): 0.6168
  phi = 180 deg, intensity (dimensionless): 0.3465
Asymmetry from intensities (dimensionless): 0.4381
Product S1*S2 (dimensionless): 0.4381
Asymmetry (percent): 43.81
Electron rest energy (MeV): 0.510999
Tree example kinetic energy (MeV): 0.5
Tree example scattering angle (deg): 90
Tree f and g without common factor (MeV): 1.5220, 0.5000
Tree S, T, U (dimensionless): 0.0000, 0.8052, 0.5930
Tree spin rotation angle (deg): 36.37
Final longitudinal polarization, P = k initially (dimensionless): 0.5930
finished without a failed check
```
